\section*{Dissolved-Hydrogen Supersaturation at a Surface Plating Electroless Copper}

\section{The rate that just saturates the surface}

Suppose that the liquid touching a copper surface is saturated with hydrogen, while the liquid 100 µm away contains none. If the liquid between them is stagnant and the profile has become steady, the concentration falls along a straight line, and diffusion removes hydrogen at the rate
\begin{equation}
J_1=\frac{D c_{\rm sat}}{\delta}
=\frac{(5.0\times10^{-9})(0.80)}{1.0\times10^{-4}}
=4.0\times10^{-5}\ {\rm mol\,m^{-2}\,s^{-1}} .
\end{equation}
Here $D$ is the diffusivity of dissolved H$_2$ in m$^2$/s, $\delta$ is the layer thickness in m, and $c_{\rm sat}$ is the solubility in mol/m$^3$ under 1 atm of hydrogen. Both material values are rough figures for water at 25 °C.

Copper has a molar volume $V_m=7.1$ cm$^3$/mol. A film growing at 1 µm/h, or $2.8\times10^{-10}$ m/s, therefore gains $3.9\times10^{-5}$ mol of copper per square metre each second. With one H$_2$ released per copper atom, this nearly equals $J_1$. A surface plating at about 1 µm/h is thus just saturated.

At 2 µm/h twice as much hydrogen must cross the same layer. The slope doubles, and so does the surface concentration. The estimate is therefore a surface holding about twice the saturation concentration, a supersaturation of about 100\%.

\section{Where the hydrogen comes from}

In an alkaline formaldehyde bath the overall reaction is taken to be
\begin{equation}
{\rm Cu^{2+}+2HCHO+4OH^-\rightarrow Cu+H_2+2HCOO^-+2H_2O}.
\end{equation}
Each formaldehyde supplies one electron and one hydrogen atom. A copper ion needs two electrons, so two hydrogen atoms are released, and they pair into one molecule.

This ratio is a chemical assumption. The reaction
\begin{equation}
{\rm Cu^{2+}+HCHO+3OH^-\rightarrow Cu+HCOO^-+2H_2O}
\end{equation}
also balances in every element and in charge, yet releases no hydrogen. Subtracting it from the first reaction leaves
\begin{equation}
{\rm HCHO+OH^-\rightarrow HCOO^-+H_2},
\end{equation}
which makes hydrogen without copper. Balance alone therefore does not fix the number $\nu$ of H$_2$ molecules per copper atom. The symbol $\nu$ is kept below and set to 1 in the numbers.

\section{Controlled derivation}

\subsection{Flux and steady profile}

Let the film thicken at a rate $v$. In a time $dt$, unit area gains a copper volume $v\,dt$, which is $v\,dt/V_m$ moles. The hydrogen flux into the liquid is
\begin{equation}
J=\frac{\nu v}{V_m}
=\frac{5.56\times10^{-10}}{7.1\times10^{-6}}
=7.82\times10^{-5}\ {\rm mol\,m^{-2}\,s^{-1}},
\end{equation}
provided that no hydrogen stays in the film or leaves as bubbles.

Let $x$ run from the surface into the liquid. Hydrogen is uncharged, so the electric field does not drive it, and in stagnant liquid its flux is $-D\,dc/dx$. In the steady state nothing accumulates between two planes, so this flux is independent of $x$:
\begin{equation}
\frac{d}{dx}\left(-D\frac{dc}{dx}\right)=0,
\qquad -D\frac{dc}{dx}\bigg|_{x=0}=J .
\end{equation}
Hence $dc/dx=-J/D$ throughout the layer. At its outer edge the concentration equals the bulk value, $c(\delta)=c_b$. Integrating from $x$ to $\delta$ gives
\begin{equation}
c_b-c(x)=-\frac{J}{D}(\delta-x)
\quad\Rightarrow\quad
c(x)=c_b+\frac{J}{D}(\delta-x).
\end{equation}
Setting $x=0$ and dividing by $c_{\rm sat}$ gives the saturation ratio at the surface,
\begin{equation}
S\equiv\frac{c(0)}{c_{\rm sat}}
=\frac{c_b}{c_{\rm sat}}+\frac{\nu v\delta}{V_mDc_{\rm sat}} .
\label{eq:S}
\end{equation}
The supersaturation is $S-1$. For a hydrogen-free bulk,
\begin{equation}
c(0)=\frac{(7.82\times10^{-5})(1.0\times10^{-4})}{5.0\times10^{-9}}
=1.56\ {\rm mol/m^3},
\qquad S=\frac{1.56}{0.80}\simeq1.96 .
\end{equation}
The supersaturation is 96\%. Setting $S=1$ and $c_b=0$ in Eq.~\eqref{eq:S} gives the threshold rate $V_mDc_{\rm sat}/(\nu\delta)=1.02$ µm/h, in agreement with the opening argument.

\subsection{How soon the steady state is reached}

Let plating start at $t=0$ in hydrogen-free liquid, with $c_b=0$ afterwards. Write the concentration as the steady profile plus a remainder,
\begin{equation}
c(x,t)=\frac{J\delta}{D}\left(1-\frac{x}{\delta}\right)+w(x,t).
\end{equation}
The steady part already carries the flux $J$ at the surface and vanishes at $x=\delta$. The remainder therefore obeys
\begin{equation}
\frac{\partial w}{\partial t}=D\frac{\partial^2w}{\partial x^2},\quad
\frac{\partial w}{\partial x}\bigg|_{0}=0,\quad w(\delta,t)=0,
\end{equation}
and starts from $w(x,0)=-(J\delta/D)(1-x/\delta)$, because $c$ is initially zero. The functions $\cos k_nx$ with $k_n=n\pi/2\delta$ and $n$ odd satisfy both boundary conditions, and each decays as $e^{-Dk_n^2t}$. They are orthogonal on the interval, and the integral of each squared is $\delta/2$. The coefficient of each mode is therefore
\begin{equation}
a_n=-\frac{2}{\delta}\frac{J\delta}{D}
\int_0^\delta\left(1-\frac{x}{\delta}\right)\cos k_nx\,dx .
\end{equation}
Integrate by parts. The boundary term vanishes at both ends, leaving
\begin{equation}
\frac{1}{k_n\delta}\int_0^\delta\sin k_nx\,dx
=\frac{1-\cos k_n\delta}{k_n^2\delta}=\frac{1}{k_n^2\delta},
\end{equation}
since $\cos(n\pi/2)=0$ for odd $n$. Thus $a_n=-(J\delta/D)\,8/(n^2\pi^2)$, and at $x=0$
\begin{equation}
c(0,t)=\frac{J\delta}{D}\left[1-\frac{8}{\pi^2}
\sum_{n\ {\rm odd}}\frac{1}{n^2}
\exp\left(-\frac{n^2\pi^2Dt}{4\delta^2}\right)\right].
\end{equation}

At late times the $n=1$ term dominates. The surface reaches 90\% of its steady value when this term equals 0.1:
\begin{equation}
t_{90}\simeq\frac{4\delta^2}{\pi^2D}\ln\frac{80}{\pi^2}
=(0.81\ {\rm s})(2.09)=1.70\ {\rm s}.
\end{equation}
The film has then grown by only about 1 nm, so the steady result applies to nearly all of a micrometre-scale deposit. A numerical diffusion calculation with 100 cells across the layer, compared with the series at 0.1, 0.5 and 2 s, differed from it by at most 0.013\% of the series value.

\subsection{Hydrogen accumulating in the bath}

The condition $c_b=0$ needs a reason, since every molecule that crosses the layer enters the bath. Let $a$ be the plated area per bath volume. If nothing removes hydrogen, and the small amount stored in the layer is neglected, then
\begin{equation}
\frac{dc_b}{dt}=aJ,\qquad
t_{\rm fill}=\frac{c_{\rm sat}}{aJ}
=\frac{0.80}{(20)(7.82\times10^{-5})}\ {\rm s}\simeq8.5\ {\rm min}
\end{equation}
for $a=20$ m$^{-1}$, which is 200 cm$^2$ per litre. The bulk is then saturated, and Eq.~\eqref{eq:S} gives $S\simeq1+1.96=2.96$. The steady formula remains usable because the bulk changes over minutes while the layer responds in seconds.

A numerical calculation coupling layer and bath gives $S=2.95$ and a bulk concentration of 0.797 mol/m$^3$ at this time. The small shortfall from 0.80 is the hydrogen stored in the layer. The layer volume is a fraction $a\delta=0.002$ of the bath volume, and its mean concentration is about $0.80+1.56/2=1.58$ mol/m$^3$. It therefore holds back $0.002\times1.58\simeq0.003$ mol/m$^3$.

Now let air bubbling remove bulk hydrogen at a rate $c_b/\tau$, where $\tau$ is the stripping time. In the steady state $aJ=c_b/\tau$, so
\begin{equation}
\frac{c_b}{c_{\rm sat}}=\frac{aJ\tau}{c_{\rm sat}}=\frac{\tau}{t_{\rm fill}} .
\end{equation}
To keep the bulk below one tenth of saturation at this loading, $\tau$ must be less than about 50 s. The more slowly a bath is swept, the further it lies above the hydrogen-free estimate.

\section{What the supersaturation means for bubbles}

By Henry's law, the dissolved hydrogen would be in equilibrium with hydrogen gas at a pressure of $S\times1$ atm. This pressure is its tension. A bubble collects all dissolved gases and water vapour, so its growth depends on the total tension $p_t$, not on that of hydrogen alone.

Let $P=1$ atm be the pressure in the liquid and $\gamma=0.07$ N/m a rough surface tension. For a spherical bubble in equilibrium with fixed gas tensions, the work of formation is the surface energy minus the work gained from the excess pressure:
\begin{equation}
W(r)=4\pi r^2\gamma-\frac{4\pi}{3}r^3(p_t-P).
\end{equation}
Its maximum follows from
\begin{equation}
\frac{dW}{dr}=8\pi r\gamma-4\pi r^2(p_t-P)=0
\quad\Rightarrow\quad r^*=\frac{2\gamma}{p_t-P}.
\end{equation}
Smaller bubbles lower their free energy by dissolving, and larger ones by growing. Substituting $p_t-P=2\gamma/r^*$ gives the barrier
\begin{equation}
W^*=4\pi\gamma r^{*2}-\frac{8\pi}{3}\gamma r^{*2}
=\frac{4\pi}{3}\gamma r^{*2}.
\end{equation}

Two cases show the influence of dissolved air. In a bath saturated with air, air and water vapour together supply 1 atm, so $p_t=2.96$ atm and $r^*=0.71$ µm. In a degassed bath only hydrogen and 0.03 atm of vapour contribute, so $p_t=1.99$ atm and $r^*=1.40$ µm. Loss of oxygen at the copper, taken alone, would place an aerated bath between these values. If the electrons that reduce the oxygen come from formaldehyde, however, up to two extra H$_2$ form per O$_2$ without depositing copper. With rough values of 0.26 mol/m$^3$ and $2.1\times10^{-9}$ m$^2$/s for dissolved oxygen, this can add about 0.3 to $S$, more than the 0.2 atm of oxygen lost, so $p_t$ can then slightly exceed the air-saturated value.

It follows that $S=1$ is not a sharp threshold for bubbles. In an air-saturated bath $p_t-P=S\times1$ atm, so any dissolved hydrogen gives a finite critical radius, although a large one when $S$ is small. If the copper consumes the oxygen next to it, hydrogen must first make up the missing oxygen pressure, at most about 0.2 atm.

The barrier in the air-saturated case is $3.6\times10^7\,k_BT$. Thermal fluctuations have a probability governed by $e^{-W^*/k_BT}$, so they cannot create such a bubble in the liquid. A smooth wall with a 90° contact angle does not rescue the process. A hemispherical bubble there has half the surface and half the volume of a sphere, and the wall energy is unchanged, so the barrier is merely halved.

Even at a contact angle of 120°, about the most that smooth water-repellent surfaces reach, the barrier exceeds $10^6\,k_BT$. Bubbles at this supersaturation must therefore start from gas already present, such as a pocket trapped in a pit. When gas emerges from a circular mouth of radius $R$ with its edge pinned there, the most strongly curved cap is a hemisphere of radius $R$. The pocket can push past this stage if $R>r^*$, so the mouths that matter here have radii above about 0.7 µm in the air-saturated bath and 1.4 µm in the degassed one. Both radii are proportional to $\gamma$, so a surfactant that halves the surface tension also halves them.

\subsection{The limit of efficient bubbles}

The value $S=1.96$ assumes that all hydrogen leaves in solution. Bubbles act as a sink and lower it. As an idealized opposite limit, let large bubbles of nearly pure hydrogen at 1 atm hold the whole surface at $c_{\rm sat}$, with $c_b=0$. Diffusion then removes $Dc_{\rm sat}/\delta$, and the share leaving as gas is
\begin{equation}
\frac{J-Dc_{\rm sat}/\delta}{J}
=1-\frac{Dc_{\rm sat}}{J\delta}=1-\frac1S\simeq49\% .
\end{equation}
In this limit about half the hydrogen still leaves unseen, in solution. Bubbles that also take up dissolved air hold hydrogen at less than 1 atm. They can therefore bring the surface below $c_{\rm sat}$ and carry off a larger share.

\section{How bath conditions change the estimate}

The opening argument and the derivation agree because both rest on a linear profile. They share the uncertainty of the inputs and the assumption that no hydrogen leaves as bubbles. In the following comparisons each change is made alone, with the other inputs held fixed.

\begin{itemize}
\item \textbf{Layer thickness.} Layers of 50 and 200 µm give $S=0.98$ and 3.91 for a hydrogen-free bulk. The first surface is just below saturation, the second far above it.
\item \textbf{Temperature.} At 50 °C, rough values $D=8.0\times10^{-9}$ m$^2$/s and $c_{\rm sat}=0.70$ mol/m$^3$ give $S=1.40$. Faster diffusion outweighs the lower solubility. This comparison holds the growth rate fixed. Since $S$ rises in proportion to $v$, these rough values imply that a bath at 50 °C plating faster than about 2.8 µm/h has a higher $S$ than the 2 µm/h bath at 25 °C.
\item \textbf{Dissolved salts.} Salts reduce solubility. For 0.5 mol/L and a rough salting-out coefficient of 0.15 L/mol, $c_{\rm sat}$ is divided by $10^{0.075}=1.19$, and $S$ becomes 2.32. The coefficient differs between salts, and a larger one raises $S$ further.
\item \textbf{Hydrogen kept in the film.} If one hydrogen atom stayed behind per 100 copper atoms, an assumed figure, the flux would fall by 0.5\%.
\item \textbf{Flow caused by film growth.} The advance of the surface alone gives a speed of order $v$ and a flux of order $vc(0)$. Relative to the diffusive flux $Dc(0)/\delta$, this is $v\delta/D=1.1\times10^{-5}$. The volume change of the reaction in solution is roughly ten times $V_m$ and raises the ratio to about $10^{-4}$, which is still negligible.
\end{itemize}

The layer must also deliver the copper. For a rough diffusivity of $5.0\times10^{-10}$ m$^2$/s for the complexed ion, the same layer thickness, and no allowance for the ion's drift in the electric field, the steady concentration drop is
\begin{equation}
\Delta c_{\rm Cu}=\frac{v\delta}{V_mD_{\rm Cu}}\simeq15.6\ {\rm mol/m^3}.
\end{equation}
A bath with 40 mol/m$^3$ of copper can supply this, with about 24 mol/m$^3$ left at the surface. The assumed growth rate and layer thickness are therefore compatible for copper transport. For a 200 µm layer the drop doubles to 31 mol/m$^3$, close to the whole supply, so a fixed growth rate is a weaker assumption there. In stirred liquid a species that diffuses more slowly has a thinner layer. If 100 µm is the layer for hydrogen, as assumed throughout, the copper drop is smaller than this estimate.

A plating rate of a few micrometres per hour and a layer of order 100 µm are reasonable for a formaldehyde copper bath with moderate stirring. Among the changes examined here, those in layer thickness and bulk hydrogen alter $S$ most. Stirring varies over a part, and a factor of two in $\delta$ changes $S$ by the same factor when $c_b=0$ and the growth rate is unchanged. If a thicker layer also slows the growth by lowering the copper concentration at the surface, $S$ rises by less. An unstripped bath at the loading used here adds about one to $S$ within ten minutes, and the addition keeps growing until bubbles or escape to the air remove hydrogen as fast as it forms. For 2 µm/h at room temperature and a bulk kept nearly free of hydrogen, the result is best stated as $S\approx2$, with a factor of two either way from the layer thickness alone. Stronger stirring lowers it by thinning the layer, as long as the growth rate does not rise in proportion. If copper transport alone limited the rate, $v$ would vary as $1/\delta$, and $S=\nu D_{\rm Cu}c_{\rm Cu}/(Dc_{\rm sat})=5$ for 40 mol/m$^3$ of copper and equal layers, whatever the stirring. Dissolved salts raise it, and so does hydrogen left in a poorly swept bulk. The values behind these comparisons are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (material and bath values are rough)
growth rate                     2.0 um/h
diffusion layer                 100 um
H2 per Cu atom                  1
Cu molar volume                 7.1 cm3/mol
H2 diffusivity, 25 C            5.0e-09 m2/s
H2 solubility at 1 atm, 25 C    0.80 mol/m3
surface tension                 0.07 N/m
water vapour pressure           0.03 atm
plated area per bath volume     20 1/m
MAIN RESULT (hydrogen-free bulk)
H2 flux                         7.82e-05 mol/(m2 s)
surface H2 concentration        1.56 mol/m3
saturation ratio S              1.96
supersaturation S-1             96 %
growth rate giving S=1          1.02 um/h
time to 90% of steady value     1.70 s
BUBBLES
total gas tension, air-swept    2.96 atm
critical radius, air-swept      0.71 um
total gas tension, degassed     1.99 atm
critical radius, degassed       1.40 um
barrier, air-swept              3.6e+07 kT
gas share if surface at S=1     49 %
NEGLECTED EFFECTS
S for 50 um layer               0.98
S for 200 um layer              3.91
time to saturate unstripped bath 8.5 min
bulk H2 at that time (model)    0.797 mol/m3
S at that time (model)          2.95
50 C inputs: diffusivity        8.0e-09 m2/s
50 C inputs: solubility         0.70 mol/m3
S at 50 C, same rate and layer  1.40
salt concentration              0.5 mol/L
salting-out coefficient         0.15 L/mol
S with salting-out              2.32
assumed H kept per Cu atom      0.01
H2 flux lost to film            0.5 %
growth-flow Peclet number       1.1e-05
COPPER SUPPLY
copper-complex diffusivity      5.0e-10 m2/s
copper in bath                  40 mol/m3
copper drop across layer        15.6 mol/m3
CHECKS
Cu molar volume from fcc cell   7.08 cm3/mol
independent balanced reactions  2
steady surface H2 (model)       1.5649 mol/m3
largest transient deviation     0.013 %
\end{verbatim}
